\section*{Bond-Switch Monte Carlo for Periodic Silica Networks with Coordination Checks}

\section{Definitions and conventions}

A silica network without coordination defects has four oxygen neighbours around each silicon and two silicon neighbours around each oxygen. Let $N$ be the number of Si atoms in a periodic cubic box of edge $L$. Counting the Si--O bonds from either side gives $4N=2N_{\rm O}$, so $N_{\rm O}=2N$. Each oxygen joins two Si atoms and can be treated as a link between them. The network is then a graph $x$ with $N$ vertices, four links at each vertex and $N_{\rm O}$ links in all. Two restrictions are imposed: no Si is linked to itself, and no two Si atoms share more than one oxygen. The second excludes edge-sharing tetrahedra.

Each bond runs to the nearest periodic image, which is unambiguous while every component of the bond vector is shorter than $L/2$. Lengths are in nm, energies in eV and temperatures in K. The energy $E(x)$ is the potential energy after all atoms have relaxed at fixed $L$. A Monte Carlo step is one attempted change of network, accepted or not, and has no duration in physical time.

\section{The switch and what it conserves}

Choose a path of linked silicon atoms $C$--$A$--$B$--$D$. The Wooten--Winer--Weaire switch is
\begin{equation}
 \{AC,\;BD\}\;\longrightarrow\;\{BC,\;AD\},
 \label{switch}
\end{equation}
with the link $AB$ untouched. The oxygen of $AC$ moves to $BC$ and that of $BD$ moves to $AD$. The switch is illegal if $BC$ or $AD$ already exists. This also covers $C=D$, because $BC$ is then the existing link $BD$.

The changes in the number of links are
\begin{equation}
\begin{aligned}
 \Delta n_A&=-1+1=0, & \Delta n_B&=-1+1=0,\\
 \Delta n_C&=-1+1=0, & \Delta n_D&=-1+1=0 .
\end{aligned}
\end{equation}
Silicon therefore stays fourfold. Each moved oxygen still has two distinct ends, so oxygen stays twofold. The network also stays connected: after the switch the path $C$--$B$--$A$--$D$ exists, so any route that used $AC$ can go $A$--$B$--$C$, and any route that used $BD$ can go $B$--$A$--$D$.

These statements concern the bond list. They do not ensure that a relaxed oxygen has two silicon atoms near it in space. A listed bond may be overstretched, or an unlisted atom may sit at bonding distance. Coordination must therefore be counted a second time, from the coordinates.

\section{Metropolis acceptance}

\subsection{Detailed balance}

A proposal draws the central oxygen uniformly from $N_{\rm O}$, then one of the three other links at $A$ and one of the three at $B$. Each path has probability $1/M$, with $M=9N_{\rm O}$. Let $n_{xy}$ be the number of paths that turn $x$ into $y$. Applying the switch to $D$--$A$--$B$--$C$ in the new network removes $AD$ and $BC$ and restores $AC$ and $BD$. Every forward path thus has one inverse path with the same central oxygen, and $n_{xy}=n_{yx}$.

With acceptance $\min(1,e^{-(E_y-E_x)/kT})$, the probability of a step from $x$ to $y\neq x$ is
\begin{equation}
 P_{xy}=\frac{n_{xy}}{M}\min\!\left(1,e^{-(E_y-E_x)/kT}\right).
\end{equation}
Take $\pi_x=e^{-E_x/kT}/Z$, where $Z$ normalizes the sum to one. Moving the exponential inside the minimum gives
\begin{equation}
 \pi_xP_{xy}=\frac{n_{xy}}{MZ}
 \min\!\left(e^{-E_x/kT},e^{-E_y/kT}\right)=\pi_yP_{yx},
 \label{db}
\end{equation}
because both factors are symmetric in $x$ and $y$. Summing over $x$, with $\sum_xP_{yx}=1$, gives $\sum_x\pi_xP_{xy}=\pi_y$. The Boltzmann distribution is stationary. It is the only stationary distribution if every allowed network can be reached from every other.

An illegal path must count as a step in which the network stays as it is. Suppose instead that paths are redrawn until a legal one appears. If $v_x$ is the number of legal paths in $x$, then $1/M$ is replaced by $1/v_x$, and the symmetric flux in (\ref{db}) is recovered with
\begin{equation}
 \pi_x^{\rm redraw}\propto v_x\,e^{-E_x/kT}.
 \label{redraw}
\end{equation}
Redrawing favours networks with many legal switches.

A network that fails the spatial count is given $E=\infty$: it is never entered and has zero weight. Equation (\ref{db}) still holds on the remaining networks, provided that the result of the count, like the energy, depends on the network alone. Some of these networks may, however, have lost every route to the others.

As $kT\to\infty$ all sound networks that can be reached from the starting one become equally likely. As $kT\to0$ uphill moves vanish, and the run cannot leave a network from which every switch raises the energy. Moves between networks of equal energy are still accepted.

\subsection{A case that can be enumerated}

For seven vertices all networks can be listed. Each vertex has six possible partners and is linked to four, so the missing links form a graph $H$ with two links per vertex. $H$ is either a 7-cycle, in $6!/2=360$ ways, or a triangle plus a 4-cycle, in $35\times3=105$ ways. That makes 465 networks, and switches from one of them reach all 465.

There are $14\times9=126$ paths per network. A legal one needs $D$ adjacent to $A$ in $H$ but not to $B$, and $C$ adjacent to $B$ in $H$ but not to $A$. If $H$ is a 7-cycle, seven central links join vertices two steps apart on it. Their common neighbour is excluded, which leaves one choice each. Seven more join vertices three steps apart, with $2\times2$ choices each. Hence $v=7+28=35$. If $H$ is a triangle plus a 4-cycle, the 12 links between the two parts have four choices each, and the two links across the 4-cycle have none. Hence $v=48$.

With random energies of standard deviation $kT$, the stationary distribution was obtained by solving the linear equations for $\pi$. When illegal paths count as steps, its largest relative deviation from the Boltzmann weights is $3.5\times10^{-13}$, which is rounding error. With redrawing it is 0.254. For equal energies (\ref{redraw}) gives a similar size: the mean of $v$ is $(360\times35+105\times48)/465=37.9$, and $48/37.9-1=0.27$.

\section{Energy and relaxation}

The model energy is
\begin{align}
 E={}&\tfrac12k_r\sum_{\rm Si-O}(r-r_0)^2
 +\tfrac12k_{\rm O}\sum_{\rm O-Si-O}\left(\cos\theta+\tfrac13\right)^2\nonumber\\
 &+\tfrac12k_{\rm S}\sum_{\rm Si-O-Si}(\cos\phi-\cos\phi_0)^2
 +\tfrac12k_n\sum_{r<d}(d-r)^2 .
 \label{energy}
\end{align}
The last sum runs over unbonded pairs closer than a reach $d$. The parameters are round values, roughly typical of silica: $r_0=0.160$, $k_r=2500$ eV/nm$^2$, $k_{\rm O}=4$ eV, $k_{\rm S}=0.75$ eV, $\phi_0=150^\circ$ and $k_n=1000$ eV/nm$^2$, with $d=0.24$ nm for O--O and 0.28 nm for the other pairs.

Relaxation needs the gradient. Let $\mathbf u$ and $\mathbf v$ be the bond vectors of one angle, with lengths $u$, $v$ and unit vectors $\hat{\mathbf u}$, $\hat{\mathbf v}$. Then $c=\cos\theta=\mathbf u\cdot\mathbf v/(uv)$. Since $\partial u/\partial\mathbf u=\hat{\mathbf u}$, the product rule gives
\begin{equation}
 \frac{\partial c}{\partial\mathbf u}
 =\frac{\mathbf v}{uv}-\frac{\mathbf u\cdot\mathbf v}{u^2v}\,\hat{\mathbf u}
 =\frac{\hat{\mathbf v}-c\,\hat{\mathbf u}}{u}.
\end{equation}
An angle term $\frac12k(c-c_0)^2$ contributes $k(c-c_0)(\hat{\mathbf v}-c\hat{\mathbf u})/u$ to $\partial E/\partial\mathbf u$, a stretch contributes $k_r(u-r_0)\hat{\mathbf u}$, and a repelling pair contributes $-k_n(d-u)\hat{\mathbf u}$. If $\mathbf u=\mathbf r_i-\mathbf r_j$, the sum is added to the gradient of atom $i$ and subtracted from that of atom $j$. On a freshly switched, unrelaxed crystal, the slope along a random direction agreed with central differences to within $10^{-5}$ of the gradient's norm.

The starting point of the relaxation matters. Each moved oxygen is put midway between its new silicon partners. In the ideal diamond arrangement of Si with cubic cell $a$, linked atoms are $\sqrt3a/4$ apart and second neighbours $a/\sqrt2$. The distance from $A$ to the midpoint of $BC$ is
\begin{equation}
 h=\sqrt{\frac{3a^2}{16}-\frac{a^2}{8}}=\frac a4 .
\end{equation}
For $a=0.713$ nm this is 0.178 nm, close to a bond length, although the oxygen no longer belongs to $A$. Relaxation has to drive it away, and some switches need the repulsion for this. If the oxygen stays near $A$, the bond list is correct and the spatial coordination is wrong.

\section{The algorithm}

\begin{enumerate}
\item Draw a path $C$--$A$--$B$--$D$. If the switch is illegal, count the step and keep the old network.
\item Apply (\ref{switch}). Verify in the bond list that each Si has four links, each O has two different ends, and no link is double.
\item Put the moved oxygens at their midpoints and relax all atoms with a limited-memory quasi-Newton method.
\item Count all Si--O distances below 0.21 nm. Require four per Si, two per O, and agreement with the bond list. Otherwise reject.
\item Accept with probability $\min(1,e^{-\Delta E/kT})$. If the trial is rejected, restore the old network and coordinates.
\item Repeat both verifications on the network that is kept.
\end{enumerate}

\section{Error analysis}

Equation (\ref{db}) assumes that $E$ depends on the network alone. Incomplete relaxation violates this, and so does a network with several minima. Suppose first that the computed energy is $E_x+\delta_x$, with a fixed error $|\delta_x|\le\varepsilon$. The sampled distribution is then
\begin{equation}
 \tilde\pi_x=\frac{\pi_xe^{-\delta_x/kT}}{\sum_y\pi_ye^{-\delta_y/kT}} .
\end{equation}
Numerator and denominator each change by a factor between $e^{-\varepsilon/kT}$ and $e^{\varepsilon/kT}$, so
\begin{equation}
 e^{-2\varepsilon/kT}\le\tilde\pi_x/\pi_x\le e^{2\varepsilon/kT}.
 \label{bound}
\end{equation}
If $\delta$ depends on the route by which a network was reached, the process is no longer a Markov chain on networks and (\ref{bound}) does not apply. The size of this effect can be probed by making a switch, relaxing, undoing it and relaxing again.

In the final network of the example below, six switches that had passed the spatial count were undone in this way. The energy came back to within 0.001 eV each time, which is also the difference between the ordinary and the tight relaxation of that network. This sample shows no second minimum, but six switches cannot exclude one. In another network of the same size, made by 24 random switches, five of six undone switches came back to within 0.002 eV and one ended 0.58 eV lower, more than $2kT$. Dependence on the route does occur in strained networks of this model. With $\varepsilon=0.001$ eV and $kT=0.2585$ eV, the exponent in (\ref{bound}) is 0.008. If the error were this small for all networks, their probabilities would be right to about 1\,\% within the model. The condition does not hold in general. Besides such second minima, the relaxed energy of the crystal below varies by up to about 0.02 eV with the starting displacements, and the ordinary relaxation of a switch in the crystal can stop up to 0.3 eV above the tight one.

\section{Worked example}

\subsection{Crystal and first switch}

The box holds 64 Si and 128 O at 2.20 g/cm$^3$, roughly the density of fused silica and of thermal gate oxide. Its edge is 1.4264 nm, two cubic cells of $a=0.7132$ nm. The Si--Si distance is $\sqrt3a/4=0.3088$ nm. With bonds of 0.160 nm the bridge angle satisfies $\sin(\phi/2)=0.1544/0.160$, hence $\phi=149.6^\circ$, close to the preferred $150^\circ$. The crystal can nearly satisfy all terms of (\ref{energy}) at once, and its relaxation ended at 0.073 eV for the whole box. Three other small starting displacements ended between 0.076 and 0.089 eV.

The first switch changes the Si pairs $(0,46)$ and $(19,29)$ into $(29,46)$ and $(0,19)$. Atoms 0 and 29 are linked in the crystal and form the middle of the path, so comparison with (\ref{switch}) gives $A=0$, $B=29$, $C=46$, $D=19$, or the same path read backwards. The energy rises by 1.468 eV in this run, with ordinary relaxation. This figure is uncertain by about 0.2 eV: from other relaxed crystals the same switch costs 1.4 to 1.6 eV with ordinary and 1.3 to 1.4 eV with tight relaxation. At 3000 K the value of the run gives an acceptance probability $e^{-1.468/0.2585}=0.003$, and the range gives 0.002 to 0.007. In this path $AC$ and $BD$ are antiparallel; a path with the four atoms in one six-ring costs about 6 eV.

\subsection{Randomizing and annealing}

In the first stage every spatially sound switch is accepted, which is the limit $kT\to\infty$. Of 30 trials, 22 were accepted and 8 failed the spatial count. The energy rose to 221.3 eV, about 10 eV per accepted switch.

The second stage has 150 trials at 3000 K. No path was illegal, 76 trials failed the spatial count, 11 were accepted, and the remaining 63 were refused by the Metropolis rule. The first uphill trial that passed the spatial count had $\Delta E=18.69$ eV. Its acceptance probability is $e^{-18.69/0.2585}\approx4\times10^{-32}$, the random number was 0.486, and the move was refused. The energy fell to 154.4 eV. Both coordination checks held for the network kept after each of the 180 trials, and the final network is connected.

The spatial check thus rejected half of the annealing trials, although the bond list was correct in all of them. How many of these the Metropolis rule would have refused anyway was not recorded. The longest bond in the final network is 0.209 nm, just inside the 0.21 nm cutoff, so a slightly smaller cutoff would have excluded this network. A strained network can be barred from a rearrangement because one bond would pass this limit.

\subsection{Structure}

The 220 intensity of the Si atoms, $|N^{-1}\sum_je^{i\mathbf k\cdot\mathbf r_j}|^2$ averaged over the family, fell from 0.888 to 0.011. For independent random positions the terms with different $j$ average to zero and $N$ terms of size $N^{-2}$ remain, giving $1/64=0.016$. The crystal's order is lost in this reflection. This does not make the network free of crystal order, because reflections of longer wavelength decay more slowly. In another network of this size, made by 24 random switches, the 220 intensity was 0.018 while the 111 intensity was still 0.078, down from 0.48 in the crystal.

The ring sizes have changed as well. For each pair of links at a silicon, take the shortest ring through both. In the crystal all these rings have six Si atoms. In the final network a search on the periodic graph finds 56\,\% loops of six Si atoms, 25\,\% of five, 12.5\,\% of seven and 6\,\% of four. These shares are not true ring statistics, because the search also counts loops that close only by wrapping around the box. In the crystal such a loop needs eight links and does not interfere, but after switching it can be shorter. In another network of this size, made by 24 random switches, 74 of the 384 pairs were affected; excluding such loops lowered the share of six-rings from 54 to 43\,\% and of five-rings from 15 to 12\,\%, and raised that of seven-rings and larger from 21 to 36\,\%.

The network is heavily strained, at 2.41 eV per Si above the crystal. The mean bond length is 0.1731 nm with standard deviation 0.0104 nm. Since the mean of $(r-r_0)^2$ is the squared shift of the mean plus the variance, the stretching energy of the 256 bonds is
\begin{equation}
 256\times\tfrac12\times2500\times\left(0.0131^2+0.0104^2\right)
 \approx90\ {\rm eV}.
\end{equation}
This is nearly 60\,\% of the total. The angles and the repulsion hold the rest.

\subsection{Comparison with real oxide and neglected effects}

In real silica glass the Si--O length is near 0.16 nm, the O--Si--O angles spread by only a few degrees, and the energy above the crystal is roughly 0.1 eV per Si or less. Here the O--Si--O spread is $17.5^\circ$, and bond length and energy are also far from typical. The mean Si--O--Si angle of $153^\circ$ is not unusual. The density and connectivity are those of an oxide, but the strain is not, and the network should not be used to predict oxide properties. A milder random stage followed by many more annealing trials might reduce the strain, but too few random switches can leave some of the crystal's order in place. This trade-off was not explored here.

The fixed density is one assumption that a real oxide does not obey. The box edge was scanned by up to 3\,\% either way with the bond list held fixed and without repeating the spatial count. The lowest energy lay at the compressed end, 2.41 g/cm$^3$, and was 31 eV below the starting value. The optimum may lie beyond the scan, so the gain from relaxing the density is at least 31 eV, or 20\,\% of the strain energy.

Two further terms are missing from $\Delta E$. Classical harmonic vibrations have free energy $kT\sum\ln(\hbar\omega/kT)$. The masses cancel between networks of equal composition, which leaves $\Delta F=\frac12kT\sum\ln(\lambda'/\lambda)$, with $\lambda$ and $\lambda'$ the nonzero eigenvalues of the second-derivative matrix before and after the switch. Averaged in magnitude over three switches of the final network, this is 1.7 eV, or $6.5\,kT$. The Coulomb energy for rough charges of $+2$ on Si and $-1$ on O changes by 14 eV, against 20 eV for the model energy itself. It cannot simply be added, since the short-range terms already represent part of it. Both changes exceed $kT$ by far. For this strained network the 3000 K is therefore a parameter of the search and not the temperature of a real melt.

Perfect coordination is itself an assumption. If a pair of broken-bond defects costs roughly 5 eV, the law of mass action for a large sample gives about $256\,e^{-5/(2\times0.2585)}=0.016$ broken bonds per volume of this box at 3000 K. With this cost, excluding them is reasonable for an unstrained network. The estimate is sensitive to the cost: 3 eV per pair would give 0.8. It also leaves out atoms with too many neighbours. In the strained network of this example, the longest bond stores $\frac12\times2500\times0.049^2=3.0$ eV. This is comparable with the defect energy, and such a bond might well break in a real oxide. The remaining data of the run are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Si atoms 64, O atoms 128, density 2.20 g/cm3
box edge 1.4264 nm
Si-O length 0.160 nm, stiffness 2500 eV/nm2
angle stiffness O-Si-O 4.00 eV, Si-O-Si 0.75 eV
preferred Si-O-Si angle 150 deg
repulsion 1000 eV/nm2, O-O 0.24 nm, others 0.28 nm
neighbour cutoff 0.21 nm
anneal temperature 3000 K, kT 0.2585 eV
7-vertex graphs reached 465
legal paths of 126: min 35, max 48
largest relative error, refusals counted 3.5e-13
largest relative error, paths redrawn 0.254
crystal energy 0.073 eV
first switch, Si pairs before [(0, 46), (19, 29)]
first switch, Si pairs after [(29, 46), (0, 19)]
first switch, energy change 1.468 eV
random: trials 30, illegal 0, unsound 8, accepted 22
anneal: trials 150, illegal 0, unsound 76, accepted 11
states verified after a trial 180
energy after random stage 221.31 eV
first uphill anneal trial: change 18.686 eV
  probability 4.06e-32, draw 0.486, accepted False
energy after anneal 154.396 eV
same network, tightly relaxed 154.395 eV
glass minus crystal 2.411 eV per Si
Si-O length mean 0.1731 nm, spread 0.0104 nm
Si-O length min 0.1520 nm, max 0.2090 nm
O-Si-O mean 108.7 deg, spread 17.5 deg
Si-O-Si mean 153.2 deg, spread 17.7 deg
share of 3-rings 0.0 %
share of 4-rings 6.2 %
share of 5-rings 24.7 %
share of 6-rings 56.0 %
share of 7-rings 12.5 %
share of 8-rings 0.5 %
share of larger rings 0.0 %
220 intensity crystal 0.888, glass 0.011
mean |change| per switch, model energy 19.77 eV
mean |change| per switch, vibrational 1.68 eV
mean |change| per switch, Coulomb 14.12 eV
undone switches 6: median mismatch 0.001 eV, max 0.001 eV
best density in scan 2.41 g/cm3
energy gained there 31.23 eV per cell
rough defect-pair energy 5.0 eV
expected broken bonds in cell 0.016
\end{verbatim}
